# Poiseuille and Casimir limits of phonon heat flow in a cylinder: verification in Python

```python
"""Gray phonons in a diffuse cylinder, with normal scattering only.

Result under test: the no-slip Poiseuille law (5/24) C v R^2/L_N exceeds
the Casimir law (2/3) C v R when R/L_N > 16/5.
C: heat capacity per volume; v: phonon speed; R: cylinder radius;
L_N: normal mean free path; L_R: resistive mean free path.
The kinetic equation is also solved, because the crossing of the two
limiting laws need not be the crossing of the actual conductivity.
"""
import numpy as np
from numpy.polynomial.legendre import leggauss, legvander
from scipy.constants import hbar, k as k_B
from scipy.optimize import brentq, minimize_scalar


def gauss_unit(count):
    x, w = leggauss(count)
    return (x + 1) / 2, w / 2


def casimir_length():
    """Disk and solid-angle average of n_z^2 times distance to wall, R=1."""
    u, wu = gauss_unit(60)
    r = 1 - u**2
    area_weight = 4 * r * u * wu
    azimuth = np.pi * u
    distance = (r[:, None] * np.cos(azimuth)
                + np.sqrt(1 - (r[:, None] * np.sin(azimuth))**2))
    theta = np.pi * u
    solid_weight = np.pi * wu * np.sin(theta) / 2
    polar = np.sum(solid_weight * np.cos(theta)**2 / np.sin(theta))
    return polar * np.einsum("i,j,ij->", area_weight, wu, distance)


def spectral_laws(speeds):
    """Moments of Bose phonons in units hbar=k_B=T=L_N=1.

    Returns heat capacity, sum C_i v_i and the coefficient of R^2 in
    the no-slip conductivity, from momentum drive, viscosity and flux.
    """
    u, wu = gauss_unit(80)
    x, wx = 60 * u, 60 * wu
    bose_slope = 1 / (4 * np.sinh(x / 2)**2)
    mu, wm = leggauss(10)
    azimuth = 2 * np.pi * np.arange(12) / 12
    X, M, A = np.meshgrid(x, mu, azimuth, indexing="ij")
    transverse = np.sqrt(1 - M**2) * np.cos(A)
    angular = (wx * bose_slope)[:, None, None] * wm[None, :, None]
    heat_capacity = capacity_speed = drive = flux = viscosity = 0.0
    for v in speeds:
        wave = X / v
        measure = angular * (2 * np.pi / 12) * wave**2 / v / (2*np.pi)**3
        capacity = np.sum(measure * X**2)
        heat_capacity += capacity
        capacity_speed += capacity * v
        drive += np.sum(measure * wave * M * v * M * X)
        flux += np.sum(measure * X * v * M * wave * M)
        viscosity += np.sum(measure * (wave * M)**2
                            * (v * transverse)**2 / v)
    return heat_capacity, capacity_speed, drive * flux / (8 * viscosity)


def path_kernel(distance):
    """Polar average of n_z^2 exp(-path), for in-plane distance."""
    step = 0.3
    result = np.zeros_like(distance)
    for x in np.arange(step, 28, step):
        c = np.cosh(x)
        result += step * np.tanh(x)**2 / c * np.exp(-distance * c)
    return result


def kinetic_flow(radius, normal_share=1.0, basis=8, nodes=36):
    """Mean q/(C v G L), lengths in total mean free path L.

    normal_share is the fraction of collisions that conserve momentum.
    Also returns the asymmetry of the Galerkin matrix (quadrature error).
    """
    u, wu = gauss_unit(nodes)
    r = radius * (1 - u**2)
    area = 4 * (1 - u**2) * u * wu
    p, wp = gauss_unit(nodes // 2)
    phi = np.concatenate((np.pi/2 * (1-p**2), np.pi/2 * (1+p**2)))
    wphi = np.tile(p * wp, 2)
    rr = r[:, None]
    chord = (rr * np.cos(phi)
             + np.sqrt(radius**2 - (rr * np.sin(phi))**2))
    distance = chord[:, :, None] * u**3
    weight = (chord[:, :, None] * 3 * u**2 * wu
              * wphi[None, :, None] * path_kernel(distance))
    source_r2 = (rr[:, :, None]**2 + distance**2
                 - 2*rr[:, :, None]*distance*np.cos(phi)[None, :, None])
    source_basis = legvander(2 * source_r2 / radius**2 - 1, basis - 1)
    transported = np.einsum("ijk,ijkn->in", weight, source_basis)
    local_basis = legvander(2 * r**2 / radius**2 - 1, basis - 1)
    weighted = local_basis * area[:, None]
    matrix = weighted.T @ (local_basis - 3*normal_share*transported)
    load = weighted.sum(axis=0)
    mean_source = load @ np.linalg.solve(matrix, load)
    asymmetry = np.max(np.abs(matrix - matrix.T))
    return (mean_source - 1) / (3 * normal_share), asymmetry


def actual_ratio(radius):
    """Kinetic conductivity divided by the Casimir value."""
    return kinetic_flow(radius)[0] / (2 * radius / 3)


# Limiting laws from geometry and from Bose moments.
geometry = casimir_length()
capacity, capacity_speed, poiseuille = spectral_laws([1.0] * 3)
threshold = geometry * capacity_speed / poiseuille
assert abs(geometry - 2/3) < 1e-5
assert abs(capacity / (2*np.pi**2/5) - 1) < 1e-7
assert abs(poiseuille / capacity - 5/24) < 1e-8
assert abs(threshold - 16/5) < 1e-4

# Kinetic equation: both limits, with no hydrodynamic law inserted.
small_ratio = actual_ratio(1e-4)
assert abs(small_ratio - 1) < 1e-3
large = np.array([10.0, 20.0, 40.0])
flows = np.array([kinetic_flow(a)[0] for a in large])
quadratic, linear, constant = np.polyfit(large, flows, 2)
assert abs(quadratic / (5/24) - 1) < 5e-3
predicted = quadratic * 7**2 + linear * 7 + constant
assert abs(predicted / kinetic_flow(7.0)[0] - 1) < 0.01
slip_ratio = 1.5 * linear

# Bulk resistive limit; the remaining difference is the wall layer.
bulk = kinetic_flow(60.0, normal_share=0.5)[0]
assert abs(bulk / (2/3) - 1) < 0.03

# Numerical convergence, including the most demanding large radius.
shifts = {}
for a in (0.04, 3.2, 5.0, 40.0):
    coarse, asymmetry = kinetic_flow(a)
    fine = kinetic_flow(a, basis=12, nodes=52)[0]
    shifts[a] = abs(fine / coarse - 1)
    assert shifts[a] < 2e-3
    assert asymmetry < 1e-4

# Actual minimum and actual crossing of the Casimir value.
minimum = minimize_scalar(lambda y: actual_ratio(np.exp(y)),
                          bounds=(np.log(0.005), np.log(0.5)),
                          method="bounded", options={"xatol": 1e-3})
minimum_radius = np.exp(minimum.x)
assert minimum.fun < 1
actual_crossing = brentq(lambda a: actual_ratio(a) - 1,
                         minimum_radius, 1.0, xtol=1e-5)
assert actual_crossing < threshold
assert actual_ratio(3.2) > 1

# Rough parameters in the regime of a pure bismuth crystal.
T = 3.0
v = 1300.0
L_N = 0.3e-3
R = 1.5e-3
L_R = 30e-3
G = 10.0
C = 2*np.pi**2/5 * k_B * (k_B*T/(hbar*v))**3
k_C = 2/3 * C * v * R
k_P = 5/24 * C * v * R**2 / L_N
k_actual = C * v * L_N * kinetic_flow(R/L_N)[0]
L_total = 1 / (1/L_N + 1/L_R)
k_resistive = (C * v * L_total
               * kinetic_flow(R/L_total, L_total/L_N)[0])
assert k_resistive < k_actual
drift_speed = 3 * k_actual * G / (C*T)

# Different branch speeds: moments against the closed threshold factor.
branch_speeds = np.array([1200.0, 1200.0, 2100.0])
scaled = branch_speeds / v
_, branch_cv, branch_poiseuille = spectral_laws(scaled)
branch_threshold = geometry * branch_cv / branch_poiseuille
branch_C = scaled**-3
factor = (np.sum(branch_C*scaled) * np.sum(branch_C/scaled)
          / np.sum(branch_C)**2)
assert abs(branch_threshold / (3.2*factor) - 1) < 1e-4

# Dispersion estimate: sine-shaped branch at the typical wave number 4kT.
atom_density = 2.8e28
zone_wave = (6*np.pi**2*atom_density)**(1/3)
wave_fraction = 4*k_B*T/(hbar*v) / zone_wave
speed_loss = 1 - np.cos(np.pi*wave_fraction/2)

print(f"Casimir coefficient k/(C v R): {geometry:.6f}")
print(f"Poiseuille coefficient k L_N/(C v R^2): {poiseuille/capacity:.6f}")
print(f"limiting-law crossing R/L_N: {threshold:.4f}")
print(f"kinetic quadratic coefficient: {quadratic:.5f}")
print(f"kinetic/Casimir at R/L_N=0.0001: {small_ratio:.5f}")
print(f"large-radius slip addition to k/k_C: {slip_ratio:.3f}")
print(f"minimum: R/L_N={minimum_radius:.3f}, k/k_C={minimum.fun:.4f}")
print(f"actual crossing R/L_N: {actual_crossing:.3f}")
for a in (0.1, 1.0, 3.2, 10.0, 40.0):
    print(f"R/L_N={a:g}: no-slip/k_C={5*a/16:.3f}, "
          f"kinetic/k_C={actual_ratio(a):.3f}")
for a, shift in shifts.items():
    print(f"basis+mesh shift at R/L_N={a:g}: {100*shift:.5f} %")
print(f"temperature: {T:.1f} K; phonon speed: {v/1000:.1f} km/s")
print(f"normal mean free path: {L_N*1e3:.2f} mm")
print(f"rod radius: {R*1e3:.2f} mm; R/L_N: {R/L_N:.2f}")
print(f"heat capacity: {C:.1f} J/(m^3 K)")
print(f"limiting-law crossing radius: {threshold*L_N*1e3:.3f} mm")
print(f"Casimir conductivity: {k_C:.1f} W/(m K)")
print(f"no-slip conductivity: {k_P:.1f} W/(m K)")
print(f"no-slip/Casimir in example: {k_P/k_C:.4f}")
print(f"kinetic conductivity: {k_actual:.1f} W/(m K)")
print(f"assumed resistive mean free path: {L_R*1e3:.1f} mm")
print(f"kinetic value with resistance: {k_resistive:.1f} W/(m K)")
print(f"reduction by resistance: {100*(1-k_resistive/k_actual):.1f} %")
print(f"branch speeds: {branch_speeds/1000} km/s")
print(f"threshold with these speeds: {branch_threshold:.3f} L_N")
print(f"assumed atom density: {atom_density:.2e} m^-3")
print(f"typical wave number/zone radius: {wave_fraction:.3f}")
print(f"dispersion speed reduction: {100*speed_loss:.2f} %")
print(f"temperature gradient: {G/100:.2f} K/cm")
print(f"drift speed/phonon speed: {100*drift_speed/v:.2f} %")
print("OK")
```

Running it gives:

```
Casimir coefficient k/(C v R): 0.666667
Poiseuille coefficient k L_N/(C v R^2): 0.208333
limiting-law crossing R/L_N: 3.2000
kinetic quadratic coefficient: 0.20831
kinetic/Casimir at R/L_N=0.0001: 0.99948
large-radius slip addition to k/k_C: 0.728
minimum: R/L_N=0.135, k/k_C=0.9470
actual crossing R/L_N: 0.496
R/L_N=0.1: no-slip/k_C=0.031, kinetic/k_C=0.948
R/L_N=1: no-slip/k_C=0.312, kinetic/k_C=1.124
R/L_N=3.2: no-slip/k_C=1.000, kinetic/k_C=1.765
R/L_N=10: no-slip/k_C=3.125, kinetic/k_C=3.866
R/L_N=40: no-slip/k_C=12.500, kinetic/k_C=13.230
basis+mesh shift at R/L_N=0.04: 0.00000 %
basis+mesh shift at R/L_N=3.2: 0.00022 %
basis+mesh shift at R/L_N=5: 0.00045 %
basis+mesh shift at R/L_N=40: 0.00379 %
temperature: 3.0 K; phonon speed: 1.3 km/s
normal mean free path: 0.30 mm
rod radius: 1.50 mm; R/L_N: 5.00
heat capacity: 1503.1 J/(m^3 K)
limiting-law crossing radius: 0.960 mm
Casimir conductivity: 1954.1 W/(m K)
no-slip conductivity: 3053.2 W/(m K)
no-slip/Casimir in example: 1.5625
kinetic conductivity: 4524.1 W/(m K)
assumed resistive mean free path: 30.0 mm
kinetic value with resistance: 3587.0 W/(m K)
reduction by resistance: 20.7 %
branch speeds: [1.2 1.2 2.1] km/s
threshold with these speeds: 3.280 L_N
assumed atom density: 2.80e+28 m^-3
typical wave number/zone radius: 0.102
dispersion speed reduction: 1.28 %
temperature gradient: 0.10 K/cm
drift speed/phonon speed: 2.32 %
OK
```
